\section*{Reach, Rydberg Levels and Top Energy of a Laguerre Basis}

\section*{Problem}

The radial functions of a hydrogenic atom with nuclear charge $Z$ and angular momentum $l$ are expanded in the $N$ functions
\begin{equation}
r^{l+1}e^{-kr}\,r^{j},\qquad j=0,1,\dots,N-1 ,
\end{equation}
or, equivalently, in $N$ Laguerre functions with the common exponent $k$. The Hamiltonian, nonrelativistic and with a fixed point nucleus, is
\begin{equation}
H=T-\frac Zr,\qquad T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2},
\end{equation}
in atomic units. Let $N$ be large and $l$ fixed.

(a) How far out does the basis reach? Take as the reach the largest mean radius $\langle r\rangle$ of any normalized function in the span.

(b) Up to which principal quantum number $n$ are the Rydberg levels represented, and under what condition on $k$?

(c) How does the highest eigenvalue of $H$ in the basis grow with $N$ and $k$?

Evaluate the answers for hydrogen with $l=0$, $N=100$ and $k=2\,\text{\AA}^{-1}$.

\section*{Solution}

\subsection*{The matrices}

Let $x=2kr$ and consider $u=x^{b}e^{-x/2}L_m^{(\alpha)}(x)$ with $b=(\alpha+1)/2$. The prefactor $g=x^be^{-x/2}$ has $g'/g=b/x-\tfrac12$, so $2g'/g=(\alpha+1-x)/x$. Laguerre's equation, $xL''+(\alpha+1-x)L'+mL=0$, then gives $L''+2(g'/g)L'=-mL/x$. Adding $g''/g=(g'/g)'+(g'/g)^2$, we obtain
\begin{equation}
u''=\left[\frac14-\frac{m+b}{x}+\frac{b(b-1)}{x^2}\right]u .
\label{eq:lag}
\end{equation}

Choose $\alpha=2l+1$, hence $b=l+1$, and define the Sturmian functions
\begin{equation}
S_m=\left[\frac{m!}{(m+2l+1)!}\right]^{1/2}x^{l+1}e^{-x/2}L_m^{(2l+1)}(x).
\end{equation}
Since $d^2/dr^2=4k^2\,d^2/dx^2$, equation (\ref{eq:lag}) becomes
\begin{equation}
\left(T+\frac{k^2}{2}\right)S_m=\frac{k(m+l+1)}{r}\,S_m .
\label{eq:sturm}
\end{equation}
Because $dr/r=dx/x$, Laguerre orthogonality reads $\int S_mS_n\,dr/r=\delta_{mn}$. The overlap $O_{mn}=\int S_mS_n\,dr$ is the matrix of $x/(2k)$ with this weight, and the recursion
\begin{equation}
xL_m^{(\alpha)}=(2m+\alpha+1)L_m^{(\alpha)}-(m+1)L_{m+1}^{(\alpha)}-(m+\alpha)L_{m-1}^{(\alpha)}
\end{equation}
makes it tridiagonal:
\begin{equation}
O=\frac{D-B}{k},\quad D_{mm}=m+l+1,\quad B_{m,m+1}=\tfrac12\sqrt{(m+1)(m+2l+2)} .
\end{equation}
Here $D$ is diagonal and $B$ symmetric with zero diagonal. Equation (\ref{eq:sturm}) then gives
\begin{equation}
H=kD-Z-\frac{k^2}{2}\,O,\qquad Hc=E\,Oc .
\label{eq:gev}
\end{equation}

\subsection*{(a) Reach}

A function of the span is $x^{l+1}e^{-x/2}P(x)$ with $P$ of degree at most $N-1$, so
\begin{equation}
\langle x\rangle=\frac{\int x^{2l+2}e^{-x}\,xP^2\,dx}{\int x^{2l+2}e^{-x}P^2\,dx}
=\frac{\sum_i w_i\,x_i\,P(x_i)^2}{\sum_i w_i\,P(x_i)^2}.
\end{equation}
The second form is Gauss quadrature with the $N$ zeros $x_i$ of $L_N^{(2l+2)}$ and positive weights $w_i$. It is exact here because $xP^2$ has degree at most $2N-1$. The average cannot exceed the largest zero $x_{\max}$, and it attains it when $P$ vanishes at the other $N-1$ zeros. The reach is therefore $r_{\max}=x_{\max}/(2k)$.

To locate $x_{\max}$, use (\ref{eq:lag}) with $m=N$, $\alpha=2l+2$, $b=l+\tfrac32$. Beyond the outer turning point, where the bracket vanishes, $u''$ has the sign of $u$. A function with a zero there would curve away from the axis ever after and could not decay, so there is no such zero. The turning point is
\begin{equation}
x_t=2(N+b)+2\sqrt{(N+b)^2-b(b-1)}<4(N+b),
\end{equation}
which gives the bound
\begin{equation}
r_{\max}<\frac{2N+2l+3}{k}.
\end{equation}
For large $N$ the last zero lies close to this point. With $\beta=4(N+b)$ the bracket is nearly $(x-\beta)/(4\beta)$ there, so $u\approx\mathrm{Ai}\big[(x-\beta)/(4\beta)^{1/3}\big]$ and
\begin{equation}
x_{\max}\approx\beta-|a_1|(4\beta)^{1/3},
\end{equation}
where $a_1$ is the first zero of the Airy function. The correction is of relative order $N^{-2/3}$, and to leading order
\begin{equation}
\boxed{\,r_{\max}\approx\frac{2N}{k}\,}
\end{equation}
The functions do have exponential tails beyond this radius, but no combination of them can be centred there.

\subsection*{(b) Rydberg levels}

\paragraph{Phase-space estimate.} Multiplied by $r/k$, equation (\ref{eq:sturm}) says that $G=r(p^2+k^2)/(2k)$, with $p^2=2T$, has the eigenvalues $m+l+1$. Semiclassically the basis covers the part of phase space where $G\lesssim N$. On the classical orbit of level $n$ we have $p^2=2Z/r-Z^2/n^2$, and hence
\begin{equation}
G=\frac Zk+\frac{r}{2k}\left(k^2-\frac{Z^2}{n^2}\right).
\end{equation}
This is linear in $r$, so its maximum is at an end of the orbit. For $l\ll n$ the orbit runs from $r\approx0$, where $G=Z/k$, to $r\approx2n^2/Z$, where
\begin{equation}
G=\frac Zk+\frac{n^2k}{Z}-\frac Zk=\frac{kn^2}{Z}.
\end{equation}
Both ends must be covered:
\begin{equation}
N\gtrsim\frac{kn^2}{Z}\qquad\text{and}\qquad N\gtrsim\frac Zk .
\end{equation}
The first condition gives
\begin{equation}
\boxed{\,n_{\max}\approx\sqrt{\frac{NZ}{k}}\,,\qquad kN\gg Z\,}
\label{eq:nmax}
\end{equation}
which is $\sqrt{N/k}$ for hydrogen. It also says that the orbit diameter $2n^2/Z$ must fit within the reach $2N/k$. The second condition concerns the region near the nucleus: the basis must supply the large momenta found there. For given $l$ the levels start at $n=l+1$, so their number is $n_{\max}-l$.

\paragraph{What happens at the edge.} For $l=0$ the estimate can be sharpened. Write $E=-\kappa^2/2$ with $\kappa=Z/\nu$, let $M=m+1$, and substitute $c_m=(-1)^mf(M)/\sqrt M$ in (\ref{eq:gev}). The row for $M$, divided by $(-1)^m\sqrt M$, is
\begin{equation}
\left[\frac{k^2+\kappa^2}{2k}-\frac ZM\right]f(M)=\frac{k^2-\kappa^2}{4k}\,\big[f(M+1)+f(M-1)\big].
\end{equation}
Solving for the sum of neighbours and subtracting $2f(M)$, we find
\begin{equation}
f(M+1)-2f(M)+f(M-1)=\frac{4}{k^2-\kappa^2}\left(\kappa^2-\frac{kZ}{M}\right)f(M),
\label{eq:lattice}
\end{equation}
with $f(0)=0$. Cutting the basis after $N$ functions imposes $f(N+1)=0$.

For $\kappa\ll k$ and $M\gg Z/k$ the right-hand side is small compared with $f$, so $f$ varies slowly and the second difference is a second derivative. With $r=2M/k$,
\begin{equation}
\frac{d^2f}{dr^2}=\left(\kappa^2-\frac{2Z}{r}\right)f .
\end{equation}
This is the radial equation of the atom itself. In this regime the truncation acts as a hard wall at $r=2(N+1)/k$.

The turning point is $r_t=2\nu^2/Z$, that is, $M_t=k\nu^2/Z$. With $q=\sqrt{2Z/r-\kappa^2}$ and $r=r_t\sin^2t$, the phase integral up to it is
\begin{equation}
\int_0^{r_t}q\,dr=2\kappa r_t\int_0^{\pi/2}\cos^2t\,dt=\frac{\pi\kappa r_t}{2}=\pi\nu .
\end{equation}
In the oscillating region $f\propto q^{-1/2}\sin\!\big(\int_0^rq\,dr'+\eta\big)$. The phase $\eta$ is set at small $M$, where the energy enters (\ref{eq:lattice}) only through terms of relative order $\kappa^2/k^2$ and $\kappa^2M/(kZ)=M/M_t$. Both are small for high levels, so $\eta$ is the same for all of them. Let $a=\int_r^{r_t}q\,dr'+\pi/4$. The Airy functions that continue through $r_t$ are $\mathrm{Ai}\propto q^{-1/2}\sin a$ and $\mathrm{Bi}\propto q^{-1/2}\cos a$, while
\begin{equation}
f\propto q^{-1/2}\sin\!\left(\pi\nu+\eta+\tfrac{\pi}{4}-a\right).
\end{equation}
As $N\to\infty$ the basis is complete, and the decaying solution, pure $\mathrm{Ai}$, must occur at integer $\nu$. Hence $\eta=-\pi/4$ up to a multiple of $\pi$, and
\begin{equation}
f\propto\sin(\pi\nu)\,\mathrm{Bi}-\cos(\pi\nu)\,\mathrm{Ai}.
\end{equation}
If the wall stands at the turning point, then $\tan\pi\nu=\mathrm{Ai}(0)/\mathrm{Bi}(0)=1/\sqrt3$, so $\nu=n+\tfrac16$. This happens when
\begin{equation}
N+1=\frac kZ\left(n+\tfrac16\right)^2 .
\label{eq:wall}
\end{equation}

The shift $\nu-n$ has a direct meaning. Since $dE/d\nu=Z^2/\nu^3$ is the local level spacing, a small shift is the energy error in units of that spacing. Counting a level as represented when its shift is below $\tfrac16$, we get about the integer part of $\sqrt{(N+1)Z/k}-\tfrac16$. The value $\tfrac16$ is the limit for high levels and is approached from below (about 0.14 for $n=1$ and 0.16 for $n=2$), so when $\sqrt{(N+1)Z/k}-\tfrac16$ lies just under an integer the true count can be one larger. The shift was tested by diagonalization for three bases that satisfy (\ref{eq:wall}), with $n=5$, 10 and 20. It came out as 0.164, 0.166 and 0.166.

\paragraph{Bound pseudostates that are not levels.} More eigenvalues are negative than the count above. By Sylvester's law of inertia, since $O$ is positive definite, their number equals the number of negative eigenvalues of the matrix
\begin{equation}
H=kD-Z-\frac k2(D-B)=\frac k2(D+B)-Z .
\end{equation}
Alternating the signs of the basis functions turns $D+B$ into $D-B$. The matrix $2(D-B)$ is that of multiplication by $x$, and its eigenvalues are the zeros of $L_N^{(2l+1)}$. The number of negative energies is therefore the number of these zeros below $4Z/k$. For $l=0$ and $x\ll4N$, equation (\ref{eq:lag}) has the local wave number $\sqrt{(N+1)/x}$, so the count is about
\begin{equation}
\frac1\pi\int_0^{4Z/k}\sqrt{\frac{N+1}{x}}\,dx\approx\frac4\pi\sqrt{\frac{NZ}{k}} .
\end{equation}
Roughly a fifth of the bound pseudostates, a fraction $1-\pi/4$, are thus states squeezed by the wall.

\subsection*{(c) Top energy}

Set $Z=0$ first, and write $E+k^2/2=k^2\mu$. Equation (\ref{eq:gev}) becomes $Dc=\mu(D-B)c$, or $Bc=yDc$ with $y=1-1/\mu$. With $c=D^{-1/2}g$ this is an ordinary eigenvalue problem for $D^{-1/2}BD^{-1/2}$, whose off-diagonal elements are
\begin{equation}
\frac12\sqrt{\frac{(m+1)(m+2l+2)}{(m+l+1)(m+l+2)}} .
\end{equation}
These are the recursion coefficients of the normalized Gegenbauer polynomials $C_m^{(l+1)}$, so $y$ runs over the zeros of $C_N^{(l+1)}$, and
\begin{equation}
E=k^2\left(\frac1{1-y}-\frac12\right)=\frac{k^2}{2}\,\frac{1+y}{1-y}.
\end{equation}
For $l=0$ all the elements are $\tfrac12$, the solution is $g_m=\sin[(m+1)\theta]$ with $y=\cos\theta$, and $g_N=0$ gives $\theta=j\pi/(N+1)$, $j=1,\dots,N$. The smallest angle gives the top energy,
\begin{equation}
E_{\rm top}(0)=\frac{k^2}{2}\cot^2\frac{\pi}{2(N+1)}\approx\frac{2}{\pi^2}k^2(N+1)^2 .
\end{equation}
For other $l$, put $\lambda=l+1$. The function $v=(\sin\theta)^{\lambda}C_N^{(\lambda)}(\cos\theta)$ obeys
\begin{equation}
v''+\left[(N+\lambda)^2-\frac{\lambda(\lambda-1)}{\sin^2\theta}\right]v=0 .
\end{equation}
At small $\theta$ its regular solution is $\sqrt\theta\,J_{l+1/2}[(N+l+1)\theta]$. With $j_l$ the first positive zero of $J_{l+1/2}$, the smallest angle is $j_l/(N+l+1)$, so
\begin{equation}
\boxed{\,E_{\rm top}\approx\frac{2N^2k^2}{j_l^{\,2}}\,,\qquad j_0=\pi\,}
\end{equation}

The attraction does not alter this law. The top eigenvalue is the maximum of $\langle T\rangle-Z\langle1/r\rangle$ over the span. Dropping the attraction raises it, and inserting the top state of $Z=0$ as a trial function gives a lower bound:
\begin{equation}
E_{\rm top}(0)-Z\langle1/r\rangle_0\le E_{\rm top}(Z)\le E_{\rm top}(0).
\label{eq:bracket}
\end{equation}
For $l=0$, orthonormality with weight $1/r$ and $Oc=Dc/(k\mu)$ give
\begin{equation}
\langle1/r\rangle_0=\frac{c^Tc}{c^TOc}=k\mu\,\frac{\sum_M\sin^2(M\theta)/M}{\sum_M\sin^2(M\theta)} .
\end{equation}
The lower sum is $(N+1)/2$, the upper one tends to $\int_0^\pi\sin^2t\,dt/t$, and $\mu=1/(1-\cos\theta)\approx2(N+1)^2/\pi^2$. Hence
\begin{equation}
\langle1/r\rangle_0\approx C\,k(N+1),\qquad C=\frac4{\pi^2}\int_0^\pi\frac{\sin^2t}{t}\,dt\approx0.494 .
\end{equation}
The attraction is smaller than the kinetic energy by a factor of order $Z/(kN)$, the parameter already required to be small in (\ref{eq:nmax}). In the top state the mean inverse radius and the root-mean-square momentum are both of order $kN$. To leading order its energy is set by $N$ and $k$, not by the atom, so it is not a physical level.

The results combine into a cost. To hold levels up to $n$ one needs $N\approx kn^2/Z$, and then $E_{\rm top}\approx(2/\pi^2)k^4n^4/Z^2$ for $l=0$. At fixed $n$, doubling the exponent doubles the basis and, for large $N$, raises the top energy about sixteenfold.

\section*{Hydrogen with $N=100$, $k=2\,\text{\AA}^{-1}$}

In atomic units $k=1.058$, so $kN=105.8\gg1$. The estimates are
\begin{align}
r_{\max}&\approx\frac{2\times100}{2\,\text{\AA}^{-1}}=100\ \text{\AA},\\
n_{\max}&\approx\sqrt{100/1.058}=9.7,\\
E_{\rm top}&\approx\frac{2}{\pi^2}(105.84)^2\times2\times13.606\ \text{eV}=6.18\times10^4\ \text{eV}.
\end{align}
The last line uses the hartree as twice the ground-state binding energy.

Diagonalization gives a reach of 94.7~\AA, below the bound of 101.5~\AA. The sharpened level count is $9.60$, hence 9 levels, and 9 are found. Twelve energies are negative, against the estimate 12.4. The top energy is 61\,563~eV, inside the bracket (\ref{eq:bracket}) from 61\,560 to 62\,996~eV. The simple estimate, 61\,765~eV, is closer than it deserves to be: using $N$ in place of $N+1$ lowers it by about 2\%, which nearly makes up for the neglected attraction.

The edge of the represented range is seen level by level. The lost norm is the part of the squared norm of the exact state that lies outside the span.

\begin{center}
\begin{tabular}{rrrrr}
$n$ & exact (eV) & basis (eV) & $\nu-n$ & lost norm\\
\hline
8 & $-0.2126$ & $-0.2126$ & 0.0002 & 0.00004\\
9 & $-0.1680$ & $-0.1670$ & 0.026 & 0.008\\
10 & $-0.1361$ & $-0.1254$ & 0.42 & 0.18\\
11 & $-0.1124$ & $-0.0743$ & 2.5 & 0.61\\
12 & $-0.0945$ & $-0.0118$ & 22 & 0.68
\end{tabular}
\end{center}

The ninth level is good to 3\% of the level spacing. The tenth is off by a large part of a spacing, and the eleventh and twelfth pseudostates are bound but are not Rydberg levels.

\section*{A few cases}

For hydrogen with $l=0$ and $k$ in atomic units, the levels with a shift below $\tfrac16$ number as follows.

\begin{center}
\begin{tabular}{rrrr}
$N$ & $k$ & levels found & $\sqrt{N/k}$\\
\hline
25 & 1 & 4 & 5\\
100 & 1 & 9 & 10\\
400 & 1 & 19 & 20\\
100 & 4 & 4 & 5\\
400 & 4 & 9 & 10
\end{tabular}
\end{center}

Quadrupling $N$ doubles the estimate, and quadrupling both $N$ and $k$ leaves it unchanged. In the table the count then stays the same too, but for other bases it can drop by one, because $(N+1)/k$ becomes slightly smaller. The count is one below $\sqrt{N/k}$ in each row because $\sqrt{(N+1)/k}-\tfrac16$ falls just short of that integer. The reach at $k=1$, divided by $2N/k$, is 0.890, 0.947 and 0.977 for $N=25$, 100 and 400, a slow approach to one, as the Airy correction requires. Between $N=200$ and 400 the top energy grows as the power 2.002 of $N$, and between $k=1$ and 2, at $N=400$, as the power 2.004 of $k$.

A very diffuse basis shows that the condition on $kN$ cannot be dropped. It need not be met by a wide margin: for $N=100$ the shift of the ground level is 0.014 at $kN=2$ and 0.0006 at $kN=3$, and the count there already follows $\sqrt{N/k}$. Below $kN\approx Z$ it fails. For $N=10$ and $k=0.02$ the product $kN$ is 0.2, and $\sqrt{N/k}=22$ would promise more levels than there are functions. All ten energies are indeed negative, but the lowest is $-3.0$~eV instead of $-13.6$~eV, a shift of 1.1 in $\nu$. The functions are too smooth to follow the electron close to the nucleus, and even the ground state is missed.

\section*{Calculated quantities}
\begin{verbatim}
number of functions N = 100
exponent k = 2.000 1/angstrom
exponent k in atomic units = 1.05835
product k N in atomic units (Z = 1) = 105.84
reach, estimate 2N/k = 100.00 angstrom
reach, largest <r> in the span = 94.72 angstrom
reach, upper bound (2N+3)/k = 101.50 angstrom
levels, estimate sqrt(N/k) = 9.720
levels, sqrt((N+1)/k) - 1/6 = 9.602
levels with shift below 1/6, counted = 9
negative energies, estimate (4/pi)sqrt(N/k) = 12.376
negative energies, counted = 12
top energy, estimate (2/pi^2)N^2k^2 = 61765.1 eV
top energy, Z = 0, cot^2 formula = 62996.4 eV
top energy, lower bound = 61559.6 eV
top energy, Z = 1, diagonalized = 61562.6 eV
constant c in <1/r> = c k (N+1): 0.49397
n, exact energy (eV), basis energy (eV), shift, lost norm
   1  -13.605693  -13.605693   0.00000  5.24e-14
   5   -0.544228   -0.544228   0.00000  2.89e-15
   7   -0.277667   -0.277667   0.00000  1.83e-08
   8   -0.212589   -0.212577   0.00022  4.00e-05
   9   -0.167972   -0.166991   0.02639  7.63e-03
  10   -0.136057   -0.125367   0.41764  1.82e-01
  11   -0.112444   -0.074322   2.53015  6.13e-01
  12   -0.094484   -0.011828  21.91589  6.77e-01
reach/(2N/k) for l = 0:
  N = 25: 0.8899
  N = 100: 0.9472
  N = 400: 0.9767
shift with the wall at the turning point (predicted 1/6):
  N = 60, n = 5: 0.16426
  N = 200, n = 10: 0.16579
  N = 300, n = 20: 0.16634
scan: N, k (atomic units), counted good levels, sqrt(N/k)
  25 1.0 4 5.00
  100 1.0 9 10.00
  400 1.0 19 20.00
  100 4.0 4 5.00
  400 4.0 9 10.00
power of N in top energy, N = 200 to 400: 2.0016
power of k in top energy, k = 1 to 2: 2.0044
diffuse basis: N = 10, k = 0.02 (atomic units)
  sqrt(N/k) = 22.36, negative energies = 10
  lowest energy = -3.0192 eV
  shift of the lowest level = 1.123
\end{verbatim}
